# Choosing the complex-scaling angle for radial Dirac resonances

Diagonalize a radial Dirac Hamiltonian in a real basis and each level comes out real. Above $+m$ and below $-m$ the levels move with the box, and a state that should decay appears among them as one or more real levels, none of which carries a width. Programs that offer complex scaling cure this with one number, an angle $\theta$. A second error then waits. If the continuum is pictured as a straight ray leaving $+m$ at angle $-2\theta$, relativistic continuum levels lie above that ray and look like resonances. If levels with positive imaginary part are discarded as unphysical, the resonances of the lower continuum are lost.

The continua do turn about $\pm m$, but along curves:

$$E=\pm\sqrt{m^2+k^2e^{-2i\theta}},\qquad k\ge 0. \tag{1}$$

Resonance energies, once uncovered, do not depend on $\theta$. What follows derives both facts and turns them into rules for the angle, the box and the basis.

## What the setting does to the operator

Units are $\hbar=c=1$. Energies and momenta are quoted in units of $m$, lengths in $\hbar/(mc)$, and time dependence is $e^{-iEt}$. For integer $\kappa\ne0$, the upper and lower radial functions $(P,Q)$ obey $H(P,Q)^T=E(P,Q)^T$ with

$$H=\begin{pmatrix}m+V&D^\dagger\\ D&-m+V\end{pmatrix},\quad D=\frac{d}{dr}+\frac{\kappa}{r},\quad D^\dagger=-\frac{d}{dr}+\frac{\kappa}{r}.$$

Let $V$ be real and bounded for $r>0$, with an analytic continuation to $|\arg r|<\theta_0\le\pi/2$ that stays bounded and tends to zero at infinity in each smaller sector.

No boundary parameter has to be chosen. Near $r=0$ the two solutions behave as $r^{|\kappa|}$ and $r^{-|\kappa|}$, and the second is not square integrable because $|\kappa|\ge1$. At infinity, for nonreal $E$, one free solution grows exponentially and is excluded. Adding a bounded real $V$ does not alter self-adjointness.

Replace $r$ by $re^{i\theta}$, with $0<\theta<\theta_0$. Both terms of $D$ scale as $1/r$, so each acquires $e^{-i\theta}$:

$$H_\theta=\begin{pmatrix}m+V(re^{i\theta})&e^{-i\theta}D^\dagger\\ e^{-i\theta}D&-m+V(re^{i\theta})\end{pmatrix}. \tag{2}$$

The mass terms carry no length and are unchanged, which is why the thresholds stay fixed.

## Where the continua go

Set $V=0$ and square (2). The upper right entry of the square is $me^{-i\theta}D^\dagger-e^{-i\theta}D^\dagger m=0$, and the lower left entry cancels likewise. The diagonal entries are $m^2+e^{-2i\theta}D^\dagger D$ and $m^2+e^{-2i\theta}DD^\dagger$. Acting on a function $f$,

$$D^\dagger Df=-f''-\left(\frac{\kappa f}{r}\right)'+\frac{\kappa f'}{r}+\frac{\kappa^2f}{r^2}=-f''+\frac{\kappa(\kappa+1)}{r^2}f,$$

and reversing the sign of $\kappa$ gives $DD^\dagger=-d^2/dr^2+\kappa(\kappa-1)/r^2$. Both are radial kinetic operators with spectrum $k^2\ge0$. Expand $P$ in the Bessel functions of $D^\dagger D$, and $Q$ in the functions obtained from them by $D/k$. Then $H_\theta$ becomes, at each $k$,

$$h_k=\begin{pmatrix}m&e^{-i\theta}k\\ e^{-i\theta}k&-m\end{pmatrix},\qquad h_k^2=E_k^2=m^2+k^2e^{-2i\theta}.$$

Its trace is zero, so both signs of the root occur. For $z$ off the curves (1), the inverse of $h_k-z$ is $(h_k+z)/(E_k^2-z^2)$. The numerator grows like $k$ and the denominator like $k^2$, so the inverse is bounded, and the free spectrum consists of the two curves.

Write $E=x+iy$. The real and imaginary parts of $E^2$ give

$$x^2-y^2=m^2+k^2\cos2\theta,\qquad 2xy=-k^2\sin2\theta.$$

Multiply the first by $\sin2\theta$, the second by $\cos2\theta$, and add. The $k^2$ terms cancel:

$$(x^2-y^2-m^2)\sin2\theta+2xy\cos2\theta=0.$$

This is a rectangular hyperbola through $\pm m$, and the continua are its parts with $xy\le0$. There are two limits:

- For $k\ll m$, $E-m\simeq k^2e^{-2i\theta}/(2m)$. This is the nonrelativistic ray at angle $-2\theta$.
- For $k\gg m$, $E\simeq ke^{-i\theta}$. The angle falls to $-\theta$, because energy is now proportional to momentum rather than to its square.

The lower continuum is the negative of the upper one, so it turns into the upper half plane. At $\theta=0.30$ rad, equation (1) gives $E=1.1002-0.0642i$ for $k=0.5$, and the line from $+m$ to this point has angle $-\arctan(0.0642/0.1002)=-0.570$ rad. For $k=3$, $E=3.0224-0.8407i$ and the angle is $-\arctan(0.8407/2.0224)=-0.394$ rad. A straight ray would have $-0.600$ rad in both cases.

## Why a potential leaves the curves in place

Factor the full operator, with $H_{\theta,0}$ the free one and $V_\theta=V(re^{i\theta})$:

$$H_\theta-z=\left[1+V_\theta(H_{\theta,0}-z)^{-1}\right](H_{\theta,0}-z).$$

The operator $V_\theta(H_{\theta,0}-z)^{-1}$ is compact, for the following reason. Since $V_\theta\to0$, cutting it off at large $r$ costs an arbitrarily small error in norm. The free resolvent produces functions with finite $\|DP\|$ and $\|D^\dagger Q\|$, and

$$\|DP\|^2=\|P'\|^2+\kappa(\kappa+1)\|P/r\|^2\ge\|P'\|^2,$$

with $\kappa(\kappa-1)\ge0$ doing the same for $Q$. On a finite interval, functions with bounded norm and bounded derivative norm form a compact set.

The bracket is also invertible somewhere. Take $z=i\eta$. Then $E_k^2-z^2=m^2+\eta^2+k^2e^{-2i\theta}$, whose modulus is at least $\cos\theta\,(m^2+\eta^2+k^2)$. The numerator $h_k+z$ has norm at most $m+k+\eta\le\sqrt3\,(m^2+k^2+\eta^2)^{1/2}$. Hence

$$\|(H_{\theta,0}-i\eta)^{-1}\|\le\frac{\sqrt3}{\eta\cos\theta},$$

and for large $\eta$ the product with $V_\theta$ has norm below one. The region off the two curves is connected, so the analytic Fredholm theorem applies throughout it: $H_\theta-z$ is invertible except at isolated eigenvalues of finite multiplicity.

The curves themselves survive, as a wave packet shows. Put a Gaussian $e^{-(r-r_0)^2/2w^2}e^{ikr}$ on the free spinor of energy $E_k$, with $r_0=8w$, and bring its tiny tail below $r=2w$ smoothly to zero, so that the term $\kappa/r$ stays square integrable at the origin. Differentiating the envelope leaves $(r-r_0)/w^2$, whose root mean square in the packet is $1/(\sqrt2\,w)$. The terms in $V$ and $\kappa/r$ vanish as the packet moves out. So $\|(H_\theta-E_k)f\|/\|f\|\to0$, and $E_k$ is in the spectrum. Evaluated by sums on a grid for $\kappa=-1$ and the potential used below, this ratio is about $1.8\times10^{-3}\,m$ at $w=400$ and $9.0\times10^{-4}\,m$ at $w=800$, on both continua.

## Why poles stay, and when they appear

Scale by $e^{\varphi+i\theta}$. The real part $\varphi$ is an ordinary change of length, a unitary operation that cannot move an eigenvalue. A simple isolated eigenvalue is analytic in $\varphi+i\theta$, so $\partial E/\partial\theta=i\,\partial E/\partial\varphi=0$. It stays constant until a continuum reaches it.

For a resonance, let $k_R=\sqrt{E_R^2-m^2}=|k_R|e^{-i\beta}$ with positive real part. Its outgoing wave on the scaled path has modulus

$$\left|e^{ik_Rre^{i\theta}}\right|=e^{-|k_R|r\sin(\theta-\beta)}. \tag{3}$$

It is square integrable when $\theta>\beta$, which is also when the continuum has passed the pole. With $E_R=E_0-i\Gamma/2$ and small $\Gamma$, $k_R^2\simeq E_0^2-m^2-iE_0\Gamma$, and half its phase gives

$$\beta\simeq\frac{E_0\Gamma}{2(E_0^2-m^2)}.$$

For kinetic energy $T=E_0-m\ll m$ this becomes $\Gamma/(4T)$; for $E_0\gg m$ it becomes $\Gamma/(2E_0)$. Broad states close to threshold therefore ask for the largest angles.

Below $-m$, exchange the two components. The mass terms trade places and $D$ trades places with $D^\dagger$, so with $\sigma$ denoting the exchange,

$$\sigma H_\theta(V,\kappa)\sigma=-H_\theta(-V,-\kappa).$$

The right side follows because reversing $\kappa$ turns $-D$ into $D^\dagger$. An eigenvalue $E$ of the original problem is thus an eigenvalue $-E$ for the antiparticle, which feels $-V$. If $E=-E_0+i\Gamma/2$, the antiparticle has energy $E_0-i\Gamma/2$ and decays. The positive imaginary part is the correct sign there.

## A basis in which the angle can be trusted

For $\kappa<0$ set $l=-\kappa-1$ and take $P_n=N_n\,r\,j_l(k_nr)$, with $N_n$ fixed by normalization and $j_l(k_nR)=0$ at the box radius $R$. The Bessel recurrence gives

$$D(rj_l)=r\frac{dj_l}{dr}+(1+\kappa)j_l=r\frac{dj_l}{dr}-l\,j_l=-k_nr\,j_{l+1}.$$

Choose $Q_n=DP_n/k_n$. Integrating by parts, with the boundary term removed by $P_n(R)=0$,

$$\langle Q_n|Q_{n'}\rangle=\frac{\langle P_n|D^\dagger DP_{n'}\rangle}{k_nk_{n'}}=\delta_{nn'}.$$

This pairing is kinetic balance. Without $V$ the matrix splits into the blocks $h_{k_n}$, so it has no spurious level in the gap. With $V$, the potential integrals are done by Gauss–Legendre quadrature at complex argument $re^{i\theta}$, and the matrix is complex symmetric, not Hermitian.

Let $c$ be an eigenvector. Differentiate $H_\theta c=Ec$ and multiply from the left by $c^T$, without conjugation. Symmetry gives $c^TH_\theta=Ec^T$, the terms in $dc/d\theta$ cancel, and

$$\frac{dE}{d\theta}=\frac{c^T(\partial H_\theta/\partial\theta)c}{c^Tc}. \tag{4}$$

The derivative matrix contains $-ie^{-i\theta}$ times the kinetic part and $ire^{i\theta}V'(re^{i\theta})$. For the exact state the result is zero; in a finite basis a nonzero value reveals error. A small value alone does not prove accuracy, and the formula fails if $c^Tc=0$, where two eigenvectors merge.

The box has its own error. For $\kappa=-1$, beyond the potential, $P\propto e^{-ikr}-S(E)e^{ikr}$. The condition $P=0$ at the scaled end $Re^{i\theta}$ reads $S(E)e^{2ikRe^{i\theta}}=1$. Near a narrow pole, $S$ is a background phase times $(E-E_R^*)/(E-E_R)$, and $|E_R-E_R^*|=\Gamma$. Solving for the displacement,

$$|E-E_R|\simeq\Gamma\,e^{-2|k_R|R\sin(\theta-\beta)}. \tag{5}$$

Continuum levels obey the same condition with $S=e^{2i\delta}$. Define $q=e^{i\theta}\sqrt{E^2-m^2}$, which is real on the curves. Then $q=(n\pi-\delta)/R$, so the offset $|\mathrm{Im}\,q|=|\mathrm{Im}\,\delta|/R$ roughly halves when a large box doubles. The halving is not exact, because $\delta$ itself depends on $q$.

## A worked case

Take a model barrier with round parameters,

$$V(r)=V_0(r/a)^2e^{-(r/a)^2},\qquad V_0=1,\quad a=8.$$

Its top is $V_0/e=0.368$, well below $2m$, so the lower continuum is nowhere lifted to the energies of the upper one. The Gaussian has modulus $e^{-(r/a)^2\cos2\theta}$ on the scaled path, which limits the angle to $\theta<\pi/4$. The box has $R=80$, with 120 functions per component.

**Continuum levels.** For $\kappa=-1$ and $\theta=0.30$ rad, the median $|\mathrm{Im}\,q|$ over levels with $0.3<\mathrm{Re}\,q<2.5$ is $5.5\times10^{-3}$ on the upper side and $4.4\times10^{-3}$ on the lower. Doubling both $R$ and the basis gives $2.8\times10^{-3}$ and $2.2\times10^{-3}$, the expected halving. In the larger box the lowest upper level still has $\arg(E-m)=-0.67$ rad instead of $-0.60$ rad: individual levels near threshold are a poor gauge of the angle.

**A narrow resonance.** Diagonalizing at 0.35 and 0.40 rad and keeping levels that agree within $10^{-6}$ isolates the poles. The narrowest for $\kappa=-1$ is

$$E_R=1.229821-5.630\times10^{-5}i,$$

so $E_0-m=0.229821$ and $\Gamma=2\times5.630\times10^{-5}=1.126\times10^{-4}$. The state lies below the barrier top and leaks through. For the electron mass, multiplying by 510.999 keV gives $E_0-m=117.4$ keV and $\Gamma=0.0575$ keV, and $\hbar/\Gamma=1.14\times10^{-17}$ s.

Here $E_0^2-m^2=0.5125$, so $|k_R|=0.716$ and $\beta\simeq1.2298\times1.126\times10^{-4}/1.025=1.35\times10^{-4}$ rad. Any practical angle uncovers this pole. Over six angles from 0.15 to 0.40 rad its energy varies by at most $4.2\times10^{-12}$. Equation (5) explains the size: at 0.15 rad the exponent is $2\times0.716\times80\times0.149=17.1$, and $1.126\times10^{-4}\times e^{-17.1}\simeq4\times10^{-12}$.

The width also appears at real energies. The pole form of $S$ gives

$$\frac{d\delta}{dE}=\frac{\Gamma/2}{(E-E_0)^2+\Gamma^2/4}+\text{background}.$$

Runge–Kutta integration of the unscaled equation to $r=48$, followed by a fit of this form over $E_0\pm3\Gamma$, gives the same $E_0$ to eight decimals and $\Gamma=1.1265\times10^{-4}$, against $1.1261\times10^{-4}$ from scaling. The relative difference, $4\times10^{-4}$, has the size expected from the energy differences used for the slope. With half-step $h=0.02\Gamma$, they lower the peak by the fraction $(h^2/6)(8/\Gamma^2)=5\times10^{-4}$.

**A broad pole.** The next pole is $1.40745-0.02845i$, above the barrier top. Its squared momentum is $0.9801-0.0801i$, so

$$\beta=\tfrac12\arctan(0.0801/0.9801)=0.0408\ \text{rad}.$$

At half this angle the nearest matrix level is $1.8\times10^{-2}$ away. At 0.35 rad a level agrees with the pole within $10^{-12}$, where the pole is located independently as the complex energy at which the unscaled regular solution has no incoming wave.

**The lower continuum.** The antiparticle sees $-V$, a well in the shape of a shell. Its bound states appear in the gap of $H$ with the sign of the energy reversed: for $\kappa=-1$ there are three with $|E|<0.98$, the highest at $E=-0.7202$. For $\kappa=-9$, the lower component has centrifugal strength $\kappa(\kappa-1)=90$, and a resonance appears at

$$E=-1.074476+3.541\times10^{-4}i.$$

Solving the antiparticle problem on the unscaled axis, with $-V$ and $\kappa=+9$, gives the negative of this number. The antiparticle state thus has kinetic energy $0.0745$ and width $7.08\times10^{-4}$.

**Too small a basis.** With 30 functions per component the largest momentum is $30\pi/80=1.18$. The narrow pole then drifts:

| $\theta$ (rad) | error in $E_R$ ($m$) | $\lvert dE/d\theta\rvert$ ($m$/rad) |
|---|---|---|
| 0.20 | $8.5\times10^{-4}$ | $9.0\times10^{-3}$ |
| 0.30 | $1.4\times10^{-3}$ | $1.5\times10^{-2}$ |
| 0.40 | $2.75\times10^{-3}$ | $3.1\times10^{-2}$ |

Errors are relative to the 120-function result. Each exceeds $\Gamma$, by factors from about 8 to 24, so the width cannot be trusted, although the position is within 0.3% of $E_0$. The slope (4) follows the error here. In the full basis at 0.30 rad it is below $10^{-13}$.

## Setting the angle

1. Estimate $\beta$ for each resonance of interest and choose $\theta$ clearly above the largest value, which need not belong to the broadest state, but inside the sector where $V$ is analytic and decays. In this model, 0.15 to 0.40 rad served for the narrow state.
2. Choose $R$ from (5). A box error of $10^{-6}\Gamma$ for a narrow state needs $2|k_R|R\sin(\theta-\beta)\simeq14$. Near threshold $|k_R|$ is small and the box must grow. Equation (5) was derived for $\kappa=-1$ and for a potential that is negligible at the scaled box edge. For larger $|\kappa|$ the centrifugal tail changes the prefactor, so allow a margin. For a slowly decaying potential, such as one with a $1/r$ tail, the free waves used in the derivation do not apply, and the box must be checked by enlarging it.
3. Diagonalize at two angles and keep the levels that coincide. Compare the rest with (1), not with a straight ray.
4. Enlarge the basis until the remaining drift is small compared with $\Gamma$, not merely with $E_0$. If the drift persists, enlarge the box too, adding functions in proportion, because the box error (5) also depends on $\theta$.
5. Above $+m$ read $\Gamma=-2\,\mathrm{Im}\,E$; below $-m$ read $\Gamma=+2\,\mathrm{Im}\,E$.

These rules rest on the stated class of potentials. A potential with a sharp cutoff has no analytic continuation through the cutoff, so scaling must begin outside it. A point-nucleus Coulomb potential is unbounded at the origin, and the compactness argument above does not cover it. A potential that grows at infinity removes the fixed thresholds on which the construction depends.

Numerical values quoted here were computed with a short program.
